Heat Conduction and Phonon Drag in Nanostructured Silicon: A Debye Model

**1. Definitions and conventions**

Lattice conductivity κ measures the heat carried by phonons in a temperature gradient. Drag thermopower S measures the voltage produced when those phonons push electrons. Both depend on phonon lifetimes, but they weight the phonons differently. Nanostructuring can lower κ strongly; whether it preserves much drag depends on how the added scattering varies with frequency.

The model is n-type silicon with one longitudinal branch and two equal transverse branches. In branch b, ω = v_b q up to the Debye wavenumber q_D. Let g_b be the number of equal branches (1 or 2), N = 1/(exp x − 1) and x = ħω/(k_B T). The heat capacity per volume and per unit ω is

C_b(ω) = g_b [ω²/(2π² v_b³)] ħω ∂N/∂T.

Each mode relaxes independently at the bulk rate 1/τ = B T ω², so its mean free path is Λ = v_b/(B T ω²). This law is an assumption, used also for the long waves that matter to drag. Electrons have density n, charge −e and a nondegenerate distribution. S is defined by E = S∇T at zero current and is negative here; |S| is quoted. It means the drag part alone, not the diffusion part.

**2. The first contribution: heat**

A gradient ∇T drives a mode away from equilibrium by

δN = −τ **v**·∇T ∂N/∂T.

The heat flux sums ħω **v** δN over modes. The angular average of v_i v_j is v²/3 for i = j and zero otherwise, hence

κ = (1/3) Σ_b ∫ C_b v_b² τ dω.

In the classical limit ħω ∂N/∂T → k_B, so C_b is proportional to ω². The lifetime supplies ω⁻², and the integrand is independent of frequency. Inserting both factors,

κ_b = g_b k_B ω_D/(6π² v_b B T) = g_b k_B q_D/(6π² B T),

with ω_D = v_b q_D. Within a branch, frequency intervals of equal width carry equal heat up to the Debye limit. For the numbers below the classical sum is 177 W/(m K); the quantum heat capacity, which weakens the highest modes, lowers it to 160 W/(m K).

**3. The second contribution: coupling to electrons**

A strain of wavenumber q shifts the electron energy by a deformation potential Ξ times the strain. One phonon in volume V and mass density ρ has squared displacement amplitude ħ/(2ρVω), so

|M|² = Ξ² ħq²/(2ρVω).

Absorption is proportional to N f(k), emission to (N + 1) f(k+q). The net gain is

dN/dt = (2π/ħ)|M|² Σ_k [(N + 1) f(k+q) − N f(k)] δ(E_{k+q} − E_k − ħω),

where Σ_k includes spins and valleys. A small excess δN therefore decays at the rate

γ = (2π/ħ)|M|² Σ_k [f(k) − f(k+q)] δ(E_{k+q} − E_k − ħω).

For a Maxwell distribution, energy conservation gives f(k+q) = e^(−x) f(k). With an isotropic mass m, the delta function fixes the component of **k** along **q** at k₀ = mv/ħ − q/2. Its derivative with respect to that component is ħ²q/m, and the component has a normalized Gaussian distribution. The thermal average of the delta function is thus

⟨δ⟩ = [m/(ħ²q)] [ħ/√(2πmk_BT)] exp[−ħ²k₀²/(2mk_BT)].

Multiplying by nV(1 − e^(−x)) and the prefactor gives

γ = √(πm/2k_BT) [Ξ²n/(ρvħ)] (1 − e^(−x)) exp[−ħ²k₀²/(2mk_BT)].

Define q_c = √(8mk_BT)/ħ. Expanding the square in k₀,

ħ²k₀²/(2mk_BT) = mv²/(2k_BT) − x/2 + q²/q_c².

Since (1 − e^(−x)) e^(x/2) = 2 sinh(x/2),

γ = √(πm/2k_BT) [Ξ²n/(ρvħ)] 2 sinh(x/2) exp[−q²/q_c² − mv²/(2k_BT)].

For small x and sound much slower than thermal electrons this becomes

γ ≈ G n ω exp(−q²/q_c²),  G = √(πm/2k_BT) Ξ²/(ρvk_BT).

The cutoff is kinematic. In a nearly elastic collision an electron of wavenumber k can change its wavevector by at most 2k in magnitude, and q_c is twice the thermal value √(2mk_BT)/ħ. Shorter waves need faster electrons, which are exponentially rare.

**4. The third contribution: drag**

Let an electric field give the electrons a small drift velocity **u**, with f_u(k) = f(k)[1 + ħ**k**·**u**/(k_BT)]. This uniform shift holds for an electron relaxation time independent of energy; section 10 varies that assumption. In equilibrium (N + 1)f(k+q) = N f(k), so the undisplaced terms cancel. What remains in the bracket of dN/dt is N f(k) ħ**q**·**u**/(k_BT). The sum over f(k) with the delta function and prefactor equals γ/(1 − e^(−x)) = γ(N + 1). Electrons therefore pump the mode at the rate

γ N(N + 1) ħ**q**·**u**/(k_BT).

In steady state δN is τ times this rate. Using ∂N/∂T = ħω N(N + 1)/(k_BT²), the phonon heat flux is

**Q** = T Σ_modes γτ **v** (ħ**q**·**u**) ∂N/∂T = (T**u**/3) Σ_b ∫ C_b γτ dω,

because vħq = ħω. The current is **J** = −ne**u**. The Peltier coefficient is Q/J, and the Kelvin relation S = Π/T gives

S = −[1/(3ne)] Σ_b ∫ C_b γτ dω.

The reverse process gives the same answer. A temperature gradient produces the δN of section 2, and these phonons exert on the electrons a force per volume

**F** = Σ_modes ħ**q** γ δN = −(∇T/3) Σ_b ∫ C_b γτ dω.

At zero current the field balances it, −ne**E** + **F** = 0, and **E** = S∇T with the S just found.

Since γ is proportional to n, the density cancels while γ is small beside 1/τ. In the classical, slow-sound limit the factors ω², ω exp(−q²/q_c²) and ω⁻² leave the drag weight

ω exp(−ω²/ω_c²),  ω_c = v_b q_c.

Its integral is ω_c²/2, so

|S_b| = g_b k_B G q_c²/(12π² e B T v_b).

One factor 1/v_b is explicit and another sits in G: |S_b| is proportional to g_bΞ_b²/v_b². Slow transverse waves can thus rival longitudinal ones despite weaker coupling.

**5. Weighing the two in bulk silicon**

The example uses rough silicon parameters at T = 300 K: v = 9000 m/s (longitudinal) and 5400 m/s (transverse), ρ = 2330 kg/m³, B = 1.5 × 10⁻¹⁹ s/K, n = 10¹⁷ cm⁻³ and m = 0.321 electron masses. A valley couples to longitudinal waves through Ξ_d + Ξ_u cos²θ and to transverse waves through Ξ_u sin θ cos θ, where θ is the angle between **q** and the valley axis. The mean squares are

Ξ_L² = Ξ_d² + 2Ξ_dΞ_u/3 + Ξ_u²/5,  Ξ_T² = Ξ_u²/15.

The second is half of 2Ξ_u²/15, shared between two transverse branches. With Ξ_d = 1 eV and Ξ_u = 9 eV they give 4.82 and 2.32 eV. Ξ_d is poorly known: −6 or 5 eV would change the bulk drag below from 259 to 225 or 492 μV/K, while the drag kept by the inclusions of section 8 changes by only a few percent.

The wavenumbers are q_D = 11.39 nm⁻¹ and q_c = 0.934 nm⁻¹. The Debye frequencies ω_D/2π are 16.32 and 9.79 THz; the drag cutoffs ω_c/2π are 1.338 and 0.803 THz. The closed form gives |S_L| = 113 and |S_T| = 146 μV/K; the full integral gives 259 μV/K in total.

Half of the heat is carried below 5.2 THz, but half of the drag arises below 0.81 THz. The median free paths, weighted in the same way, are 127 nm for heat and 5.5 μm for drag. The ranges between the 10 and 90 percent points are 36 nm to 3.3 μm for heat and 1.6 to 37 μm for drag.

Ninety percent of the drag comes from below 1.67 THz, where 16 percent of the heat is carried. An ideal filter blocking all higher frequencies would therefore keep 90 percent of the drag and 16 percent of κ. The heat share depends on the dispersion: with the bent branches of section 10 it is 27 percent, and the median path for heat is about 320 nm. This separation is what makes selective reduction possible. The long free paths of the same drag phonons make ordinary boundaries a poor filter.

**6. Adding boundaries**

Let diffuse boundaries add a rate v_b/L, where L is an effective length. Rates add, so each mode's contribution is multiplied by 1/(1 + s), with

s = added rate/bulk rate = Λ/L = (ω₀/ω)²,  ω₀² = v_b/(BTL).

For heat in one classical branch the weight is uniform. With y = ω₀/ω_D the kept fraction is

F_κ = (1/ω_D) ∫₀^{ω_D} ω²/(ω² + ω₀²) dω = 1 − y arctan(1/y).

For drag set t = ω²/ω_c² and a = ω₀²/ω_c². The normalized weight is e^(−t) dt, and

F_S = ∫₀^∞ e^(−t) t/(t + a) dt = 1 − a ∫₀^∞ e^(−t)/(t + a) dt = 1 − a e^a E₁(a).

The last step substitutes z = t + a and uses E₁(a) = ∫_a^∞ e^(−z)/z dz.

When boundaries dominate, expansion in 1/y and 1/a gives F_κ ≈ 1/(3y²) and F_S ≈ 1/a. Their ratio is

F_S/F_κ ≈ 3(q_c/q_D)² = 0.02.

In this classical limit drag keeps about one fiftieth of the fraction that heat keeps; averaging over the branches and using the quantum heat capacity raise the ratio slightly, to 0.024.

Take L = 50 nm. Then ω₀/2π is 10.07 THz for longitudinal and 7.80 THz for transverse waves. The corresponding y are 0.617 and 0.796, giving F_κ = 0.37 and 0.28. Averaged over three branches this is 0.31; the full quantum sum gives 0.293. For drag, a = 56.6 and 94.3. The expansion F_S ≈ 1/a − 2/a² gives 0.0170 and 0.0104, so

F_S ≈ (113 × 0.0170 + 146 × 0.0104)/259 = 0.013.

The conductivity falls to 47 W/(m K), while the drag falls to 3.4 μV/K. Even L = 1 μm, which keeps 75 percent of κ, keeps only 18 percent of the drag. A part survives, but it is not preferentially preserved.

The ordering reverses in very large samples. For weak boundary scattering the heat loss is πy/2, proportional to L^(−1/2), while the drag loss is approximately a ln(1/a), which falls almost as 1/L. Heat has an even weight down to zero frequency, whereas the drag weight vanishes there. The kept fractions are equal at L = 9.7 mm in this model. That length relies on extending the ω² law to very low frequencies and on neglecting damping by the carriers, which is no longer small there; at 10¹⁷ cm⁻³ it moves the crossing to about 27 cm. The length is a property of the model, not a prediction for a real crystal.

**7. Adding scattering that rises faster**

Now let point-like disorder add a rate Aω⁴. Relative to the bulk rate,

s = (ω/ω₁)²,  ω₁² = BT/A.

The factor 1/(1 + s) is ω₁²/(ω² + ω₁²). This is one minus the boundary factor with ω₀ replaced by ω₁. Hence, with y = ω₁/ω_D and a = (ω₁/ω_c)²,

F_κ = y arctan(1/y),  F_S = a e^a E₁(a).

The useful window is ω_c ≪ ω₁ ≪ ω_D. There F_κ ≈ πω₁/(2ω_D) is small, while F_S ≈ 1 − ω_c²/ω₁² is near one. The scattering is strong for most heat carriers and weak for most drag carriers.

The window has a lower edge. If ω₁ is far below ω_c, then F_S ≈ a ln(1/a) falls below F_κ ≈ πy/2. This ω⁴ rate therefore favours drag over a range of strengths, not at every strength. With the numbers used here the edge is remote: it lies at ω₁ ≈ 0.024 of the transverse ω_c, where only 0.3 percent of κ is left.

**8. Inclusions of finite size**

A real inclusion follows the fourth-power law for long waves alone. Consider a sphere of radius r whose density exceeds the host's by a fraction η, with unchanged stiffness, and treat the displacement ψ as a scalar wave. Then

∇²ψ + q²ψ = −q²ηψ inside,  ∇²ψ + q²ψ = 0 outside.

If qr ≪ 1, ψ inside equals the incident wave and is nearly uniform. The source radiates an isotropic amplitude q²η(4πr³/3)/(4π) = q²ηr³/3. Its squared magnitude times 4π is the cross-section,

σ = (4π/9) η² q⁴ r⁶.

At volume fraction φ there are φ/(4πr³/3) spheres per volume. If they are randomly placed and scatter independently,

1/Λ_i = φη²q⁴r³/3.

For shorter waves the interior wavenumber q′ = q√(1 + η) matters. Outside, partial wave l is cos δ_l j_l(qR) − sin δ_l n_l(qR), where R is distance from the centre; inside it is proportional to j_l(q′R). Equal values and slopes at R = r require

tan δ_l = [q j_l′(qr) j_l(q′r) − q′ j_l(qr) j_l′(q′r)]/[q n_l′(qr) j_l(q′r) − q′ n_l(qr) j_l′(q′r)].

Relaxation of a directed flux weights scattering through angle θ by 1 − cos θ. The amplitude is (1/q)Σ(2l + 1)c_l P_l(cos θ), with c_l = e^(iδ_l) sin δ_l. Orthogonality, and the recursion for cos θ P_l, which joins neighbouring l, give

σ_tr = (4π/q²) Σ_l (l + 1)|c_l − c_{l+1}|² = (4π/q²) Σ_l (l + 1) sin²(δ_l − δ_{l+1}).

The last equality follows from c_l = (e^(2iδ_l) − 1)/(2i). This cross-section is used at all q in the example.

A scalar wave cannot change branch. In a solid, a density inclusion also turns longitudinal waves into transverse ones and back. For long waves this multiplies the scalar rate by (v_b³/3) Σ_b′ g_b′/v_b′³, which is 3.4 for longitudinal and 0.74 for transverse waves at the speeds used here. The example omits this factor; its estimated effect is given below.

Choose η = 1.3, roughly the contrast between the densities of bulk germanium and bulk silicon, and r = 0.3 nm. (Germanium atoms on silicon lattice sites would give a mass contrast nearer 1.6.) A volume fraction of 1.57 percent gives the same κ, 47 W/(m K), as the 50 nm boundaries. At q_c,

1/Λ_i = 0.0157 × 1.69 × 0.934⁴ × 0.3³/3 nm⁻¹ = 1.8 × 10⁻⁴ nm⁻¹,

so Λ_i = 5.5 μm. The bulk paths at q_c are 1/(BTv_bq_c²) = 2.8 μm and 4.7 μm. Because a = Λ_i/Λ at q_c, a is 1.95 and 1.17, and the formula of section 7 gives F_S = 0.72 and 0.63. Weighted by the two drag contributions the result is 0.67; the full cross-section gives 0.66. The drag left is 170 μV/K, against 3.4 μV/K with boundaries at equal κ. Including branch conversion, with φ readjusted to the same κ, would lower the kept fraction to between 0.55 and 0.61, depending on how the long-wave factor is continued to shorter waves.

Size is decisive. With φ readjusted to hold κ fixed, the kept drag is 81, 66, 36 and 7 percent for radii of 0.2, 0.3, 0.5 and 1.0 nm. At these four radii the required φ is between 1.6 and 3.2 percent, but long-wave scattering grows as φr³. Larger spheres therefore reach the drag phonons. At r = 0.56 nm the kept fraction of drag has fallen to that of κ, 29 percent. Above this radius, for this contrast and this κ, the inclusions no longer favour drag. Branch conversion would move the crossing to roughly 0.48–0.53 nm, depending on how its long-wave factor is continued to shorter waves; the lower values arise when longitudinal waves above the transverse Debye frequency are not allowed to convert.

**9. Is the position of the drag weight the cause?**

The explanation can be tested by moving that weight. Multiply the electron mass by 16, leaving phonons, boundaries and inclusions unchanged. Then q_c rises fourfold and κ does not change. The drag kept by the boundaries rises from 1.3 to 15 percent, and that kept by the inclusions falls from 66 to 22 percent. Both shifts have the expected direction. The mass is artificial and serves this comparison alone.

**10. Weighing what was left out**

The changes below are made one at a time, with B, L and the inclusions held fixed. In the main model boundaries keep 29 percent of κ and 1.3 percent of drag; inclusions keep 29 and 66 percent.

Bending the dispersion into a sine that is flat at q_D lowers bulk κ from 160 to 96 W/(m K), because the modes near q_D become slow. Drag stays at 259 μV/K, since its phonons lie on the linear part. The kept κ becomes 20 percent with boundaries and 32 percent with inclusions. If φ is instead readjusted to give the same κ as the boundaries, the 0.3 nm inclusions keep 49 rather than 66 percent of the drag.

Some phonon collisions conserve total momentum and relax phonons towards a common drift instead of rest. If they make up half of the bulk rate, an assumed share, κ rises to 245 W/(m K) and drag to 262 μV/K. Inclusions then keep 21 percent of κ and 65 percent of drag.

Ellipsoidal valleys, with masses 0.92 and 0.19, lower bulk drag to 223 μV/K. Screening by the carriers, applied equally to every strain coupling, lowers it to 245 μV/K. This overstates the effect: carriers in several valleys screen only the valley-averaged energy shift, which vanishes for transverse waves, and the drag is then about 255 μV/K. Phonon damping by the carriers lowers it to 254 μV/K. An electron relaxation time varying as energy to the power −1/2 gives 305 μV/K; the power 3/2, as for strong ionized-impurity scattering, gives 190 μV/K. Across these five cases inclusions keep 53 to 72 percent of the drag and boundaries 1.0 to 2.3 percent. Isotope scattering lowers κ by 4 percent and hardly changes drag.

At 200 K, with the same rate law, drag rises to 475 μV/K. The closed form explains this: G varies as T^(−3/2), q_c² as T, and the lifetime as 1/T, so S varies as T^(−3/2). This exponent belongs to the assumed rate law; in real silicon the drag rises more steeply on cooling.

**11. The model beside real silicon**

The bulk κ of the model is close to the rough room-temperature value for silicon, 150 W/(m K), because B was chosen to give that size. This agreement does not test the lifetimes of the drag phonons, on which the 5.5 μm median path rests. Nor does it test the spread of paths: the model carries 18 percent of the heat in paths above 1 μm, whereas first-principles calculations for silicon give roughly twice that, so heat and drag overlap more than the model shows. The linear transverse branch runs too high in frequency near the zone limit; the bent case shows that this matters for κ more than for drag. An inclusion holds fewer than two atoms at r = 0.2 nm, about six at 0.3 nm and fewer than forty at 0.56 nm, so over the whole favourable range its continuum cross-section is rough at short wavelengths.

Within these limits the design condition is selective scattering: strong above about 2 THz and weak below it. The numbers hold for light doping. Damping by the carriers lowers the bulk drag of the model to 227 μV/K at 10¹⁸ cm⁻³ and 140 μV/K at 10¹⁹ cm⁻³, and near 10²⁰ cm⁻³ the nondegenerate treatment fails, so at thermoelectric doping there is much less drag to preserve. Inclusions and boundaries also scatter electrons. The resulting loss of mobility was not computed, so a larger retained drag does not by itself establish a better thermoelectric. The values behind the main comparisons are in the numerical output.

Computed values

```
Temperature 300 K; electrons 1.0e+17 cm^-3
Density 2330 kg/m^3; bulk rate constant B 1.50e-19 s/K
Speeds L, T: 9000, 5400 m/s
Deformation potentials d, u: 1.0, 9.0 eV
Effective potentials L, each T: 4.82, 2.32 eV
Valley masses long, trans: 0.92, 0.19 m_e; mean 0.321 m_e
Debye q 11.39 nm^-1; drag cutoff q_c 0.934 nm^-1
Debye frequencies L, T: 16.32, 9.79 THz
Drag cutoff frequencies L, T: 1.338, 0.803 THz
Bulk kappa 160.3 W/(m K); classical 177.1 W/(m K)
Bulk drag |S| 258.9 uV/K; closed form L, T: 113.2, 146.4 uV/K
Weights at 10, 50, 90 percent of the total:
  kappa frequency: 1.027, 5.205, 9.958 THz
  drag frequency: 0.3062, 0.8133, 1.665 THz
  kappa free path: 35.53, 126.6, 3269 nm
  drag free path: 1564, 5456, 3.691e+04 nm
kappa share below the drag 90 percent frequency: 16.3 percent
Boundary length: kept kappa, kept drag (percent)
  10000 nm: 91.34, 59.03
  1000 nm: 75.06, 18.39
  100 nm: 41.02, 2.59
  50 nm: 29.28, 1.33
  20 nm: 16.29, 0.54
Equal fractions kept at boundary length 9.74 mm
Equal-kappa target 46.94 W/(m K); contrast 1.3
Inclusion radius: volume fraction, kept drag (percent)
  0.2 nm: 2.141, 80.66
  0.3 nm: 1.569, 65.81
  0.5 nm: 1.598, 36.13
  1.0 nm: 3.193, 6.85
Radius where kept drag equals kept kappa: 0.561 nm
Drag left, 50 nm boundaries: 3.44 uV/K
Drag left, 0.3 nm inclusions: 170.37 uV/K
Electron density / band density: 0.00364
Screening wavenumber 0.0773 nm^-1 (permittivity 11.7)
Variants: kappa W/(m K), |S| uV/K; then percent kept:
  boundaries kappa, S; inclusions kappa, S
  main model: 160.3, 258.9; 29.3, 1.33; 29.3, 65.8
  electron mass x16: 160.3, 15838.1; 29.3, 15.35; 29.3, 22.4
  bent dispersion: 96.3, 258.9; 19.9, 1.33; 31.7, 65.9
  isotopes, variance 2e-4: 153.5, 258.7; 29.5, 1.33; 30.2, 65.8
  half normal collisions: 245.3, 261.9; 24.7, 1.32; 20.9, 65.1
  damping by carriers: 159.5, 254.4; 29.4, 1.35; 29.0, 65.6
  screening: 160.3, 244.8; 29.3, 1.39; 29.3, 64.5
  electron exponent -1/2: 160.3, 305.1; 29.3, 1.00; 29.3, 71.9
  electron exponent 3/2: 160.3, 190.5; 29.3, 2.29; 29.3, 52.7
  ellipsoidal valleys: 160.3, 223.2; 29.3, 1.85; 29.3, 62.6
  200 K: 216.7, 474.9; 21.2, 0.60; 23.1, 66.1
```
